# Effective Interactions of a Random Copolymer with Its Two Homopolymers, part 1

(Sections cited here and not found follow in the second part.)

## What goes wrong without the result

In directed self-assembly, a block copolymer film separates into A and B domains that serve as a lithographic mask. For line patterns the domain walls must stand upright, so both kinds of domain must touch the layer below. If contact with that layer costs A much less than B, the film can lower its free energy by laying a sheet of A on it. The domains then lie flat, and there is no line pattern to transfer. A slight preference need not have this effect, because flat domains must also fit the thickness of the film.

A common remedy is to coat the substrate with a random copolymer of the same two monomers. Its composition has to be chosen, and a plausible guess gives the wrong energies. A copolymer with fraction \(f\) of A has a fraction \(1-f\) of foreign segments as seen by homopolymer A, so one might expect an interaction proportional to \(1-f\). That guess ignores the unlike contacts which the pure copolymer already contains. Counting them changes the interaction to one proportional to \((1-f)^2\). The two laws differ by a factor of two at \(f=1/2\), and they give different interfacial tensions.

## Symbols and assumptions

The random copolymer is called C. Its segments are A with volume fraction \(f\) and B with volume fraction \(1-f\). It meets homopolymer A or homopolymer B. The fraction of copolymer at a point is \(\phi\), and the total fraction of A segments there, from whichever chains, is \(x\).

All energies are in units of \(kT\) per segment unless a unit is written. The following assumptions define the model:

- The melt is incompressible, and all segments have the same volume \(v\) and the same statistical length \(b\).
- Only neighbouring segments interact, with pair energies \(e_{AA}\), \(e_{AB}\) and \(e_{BB}\) that do not depend on the surroundings.
- Neighbours are found with probabilities given by the local composition. This is the mean-field, or random-mixing, assumption.
- The sequences of neighbouring copolymer chains are uncorrelated.
- The substrate and the free surface of the film have no preference of their own.

Let each segment have \(z\) neighbours that are not bonded to it along its chain. Bonded contacts are the same before and after mixing, so they drop out of every energy of mixing.

## Counting contacts

Each contact is shared by two segments, so there are \(z/2\) contacts per segment. At composition \(x\), a contact is AA with probability \(x^2\), BB with probability \((1-x)^2\), and unlike with probability \(2x(1-x)\), since either partner may be the A segment. The contact energy per segment is

\[
U(x)=\frac z2\left[x^2e_{AA}+2x(1-x)e_{AB}+(1-x)^2e_{BB}\right].
\]

To separate the part that matters for mixing, write

\[
x^2=x-x(1-x),\qquad (1-x)^2=(1-x)-x(1-x).
\]

Substitution gives

\[
U(x)=\frac z2\left[x\,e_{AA}+(1-x)e_{BB}\right]+\chi\,x(1-x),
\]

\[
\chi=z\left[e_{AB}-\tfrac12(e_{AA}+e_{BB})\right].
\]

The first bracket is linear in \(x\). When two liquids are mixed, the average of \(x\) is conserved, so a linear term has the same value before and after and cancels from the energy of mixing. What remains is \(\chi x(1-x)\). A positive \(\chi\) means that unlike contacts cost more than the mean of the two like contacts.

## Copolymer with homopolymer A

Mix a fraction \(\phi\) of C with a fraction \(1-\phi\) of A. The A segments come from both liquids:

\[
x=(1-\phi)+\phi f=1-\phi(1-f),\qquad 1-x=\phi(1-f).
\]

The energy of the mixture, without linear terms, is therefore

\[
\chi x(1-x)=\chi\phi(1-f)\left[1-\phi(1-f)\right].
\]

This is not yet the energy of mixing. Before mixing, pure A has \(x=1\) and contributes zero. Pure C has \(x=f\) and contributes \(\chi f(1-f)\) per copolymer segment, which is \(\phi\chi f(1-f)\) per segment of the whole system. Subtracting it gives

\[
\begin{aligned}
\Delta U_A&=\chi\phi(1-f)\left[1-\phi(1-f)\right]-\chi\phi f(1-f)\\
&=\chi\phi(1-f)\left[(1-f)-\phi(1-f)\right]\\
&=\chi(1-f)^2\,\phi(1-\phi).
\end{aligned}
\]

The second line collects the common factor \(\chi\phi(1-f)\), and the third takes another factor \(1-f\) out of the bracket.

A mixture of two simple species with interaction parameter \(\chi_A\) has the energy of mixing \(\chi_A\phi(1-\phi)\). The result has this form for every \(\phi\), so C acts towards A as a single species with

\[
\boxed{\chi_A=\chi(1-f)^2 .}
\]

## Copolymer with homopolymer B

Here the A segments come from the copolymer alone, so \(x=\phi f\). Pure B has \(x=0\) and contributes zero, while pure C contributes as before:

\[
\begin{aligned}
\Delta U_B&=\chi\phi f(1-\phi f)-\chi\phi f(1-f)\\
&=\chi\phi f\left[f-\phi f\right]\\
&=\chi f^2\,\phi(1-\phi).
\end{aligned}
\]

Hence

\[
\boxed{\chi_B=\chi f^2 .}
\]

## Why the square appears

Both results are cases of one rule. Mix two random copolymers with A fractions \(f_1\) and \(f_2\), in proportions \(\phi\) and \(1-\phi\). The composition is \(x=\phi f_1+(1-\phi)f_2\). In the difference between \(x(1-x)\) and the average of \(f_i(1-f_i)\), the linear parts cancel:

\[
\begin{aligned}
\frac{\Delta U}{\chi}&=\phi f_1^2+(1-\phi)f_2^2-\left[\phi f_1+(1-\phi)f_2\right]^2\\
&=\phi(1-\phi)\left(f_1^2+f_2^2-2f_1f_2\right)\\
&=\phi(1-\phi)(f_1-f_2)^2 .
\end{aligned}
\]

The coefficient of \(f_1^2\) in the second line is \(\phi-\phi^2=\phi(1-\phi)\), and that of \(f_2^2\) is \((1-\phi)-(1-\phi)^2\), which is the same. The effective parameter is \(\chi\) times the squared distance in composition. Homopolymer A lies at composition 1, a distance \(1-f\) from C; homopolymer B lies at 0, a distance \(f\).

The limits agree with this picture. For \(f=1\) the copolymer is homopolymer A, so \(\chi_A=0\) and \(\chi_B=\chi\). For \(f=0\) the roles are exchanged. At \(f=1/2\) both parameters equal \(\chi/4\): the copolymer is equally unlike both homopolymers, but it is not identical to either.

## The balance point

The difference of the two parameters is

\[
\chi_A-\chi_B=\chi\left[(1-2f+f^2)-f^2\right]=\chi(1-2f).
\]

For \(\chi>0\), the case of interest here, it vanishes at \(f=1/2\) and nowhere else. If \(f<1/2\), the copolymer is richer in B and its contact with A costs more. If \(f>1/2\), contact with B costs more. The size of \(\chi\) does not affect the balance point, so a temperature change that alters \(\chi\) alone leaves it in place.

## What random sequences contribute

The subtraction used \(\chi f(1-f)\) for pure C, which requires that neighbouring copolymer chains have independent sequences. Suppose instead that all copolymer chains are straight, carry one common sequence, and lie in register. Segments at the same height are then identical, and lateral contacts in pure C cost nothing beyond the linear terms.

Now mix these chains with A chains. To keep the count short, set \(e_{AA}=e_{BB}=0\), so that \(e_{AB}=\chi/z\). A lateral contact joins C to A with probability \(2\phi(1-\phi)\), and the copolymer segment in it is B with probability \(1-f\). The energy of mixing is

\[
\frac z2\;2\phi(1-\phi)(1-f)\,\frac{\chi}{z}=\chi(1-f)\phi(1-\phi).
\]

The coefficient is now linear in \(1-f\). The guess made at the start thus belongs to correlated sequences, not to a random copolymer.

Both cases were tested by counting contacts between explicit chains. A square array of 400 by 400 straight chains, each of 40 segments, was filled half with copolymer of \(f=0.30\) and half with homopolymer, at random positions. With independent sequences the counted coefficients, divided by \(\chi\), were 0.492 for contact with A and 0.090 for contact with B. The formulas give 0.490 and 0.090. With one common sequence the coefficient for A was 0.702, against the predicted 0.70.

## The cost of bending the concentration profile

The parameters \(\chi_A\) and \(\chi_B\) are energies of mixing. What the film responds to is the free energy of an interface, which also contains the entropy that chains lose when their density varies in space. That cost follows from the statistics of a random walk.

Let \(G(x_\perp,s)\) be the total weight of chains of \(s\) segments that end at height \(x_\perp\), where each segment carries a factor \(e^{-w(x_\perp)}\) from a potential \(w\). One step moves the chain by \(u\) along this axis, with \(\langle u\rangle=0\) and \(\langle u^2\rangle=b^2/3\), because the mean square length \(b^2\) is shared by three directions. Adding a segment gives

\[
G(x_\perp,s+1)=e^{-w(x_\perp)}\langle G(x_\perp-u,s)\rangle .
\]

For a weak potential and a profile that is smooth over the length \(b\), expand to lowest order in \(w\) and to second order in \(u\):

\[
\frac{\partial G}{\partial s}=\frac{b^2}{6}G''-wG .
\]

The solutions are sums of terms \(e^{-\lambda s}\psi(x_\perp)\) with

\[
-\frac{b^2}{6}\psi''+w\psi=\lambda\psi .
\]

In a long chain the term with the lowest value \(\lambda_0\) dominates. An inner segment joins two long strands, each with weight proportional to \(\psi_0\), so its density is \(\psi_0^2\), normalized to \(\int\psi_0^2\,dx_\perp=1\). The free energy per segment is \(\lambda_0\). Multiply the equation by \(\psi_0\) and integrate:

\[
\lambda_0=\int w\psi_0^2\,dx_\perp+\frac{b^2}{6}\int\psi_0'^2\,dx_\perp .
\]

The integration by parts leaves no boundary term when the profile is flat at both ends or periodic. The first integral is the potential energy. The second is the entropy lost by the chain.

For a species with volume fraction \(q^2\), there are \(\int q^2dx_\perp/v\) segments per unit area, and \(\psi_0=q/\sqrt{\int q^2dx_\perp}\). Multiplying the cost per segment by the number of segments cancels the normalization:

\[
\text{conformational cost per area}=\frac{kT}{v}\,\frac{b^2}{6}\int q'^2\,dx_\perp .
\]

This formula was tested on a walk of 80,000 steps on a ring of 60 sites. Moves of \(-1\), 0 and \(+1\) were equally likely, and the potential was \(0.01\cos(2\pi j/60)+0.006\) at site \(j\). The mean square step is \(2/3\), so \(b^2/6\) becomes \(1/3\). The cost found from the partition function was \(1.872\times10^{-3}\,kT\) per step. The gradient formula, applied to the density of the same walk, gave \(1.860\times10^{-3}\,kT\), which is 0.7 % lower.

For the copolymer one more approximation is needed. Its A and B segments feel different potentials \(w_A\) and \(w_B\), and the chain is assigned the average \(fw_A+(1-f)w_B\). This ignores the ability of a chain to turn its A-rich stretches towards A.

# Second half: interfacial tension and a worked example

## Results carried over

The copolymer C has A fraction \(f\), and \(\phi\) is its local volume fraction in contact with a homopolymer. Segments have volume \(v\) and length \(b\). The effective parameters are

\[
\chi_A=\chi(1-f)^2,\qquad \chi_B=\chi f^2 ,
\]

and \(\chi_e\) stands for either of them. The energy of mixing is \(\chi_e\phi(1-\phi)\) in \(kT\) per segment. A species with volume fraction \(q^2\) has the conformational cost \((kT/v)(b^2/6)\int q'^2\) per unit area. From here on, \(y\) is the distance across the interface.

## Tension between long chains

The two volume fractions add to one, so they can be written with one angle:

\[
q_C=\sin\theta,\qquad q_H=\cos\theta,\qquad \phi=\sin^2\theta ,
\]

where H is the homopolymer. Then \(q_C'^2+q_H'^2=(\cos^2\theta+\sin^2\theta)\theta'^2=\theta'^2\). The tension is the smallest value of

\[
\gamma=\frac{kT}{v}\int\left[\frac{b^2}{6}\theta'^2+\chi_e\sin^2\theta\cos^2\theta\right]dy ,
\]

with \(\theta=0\) in the homopolymer and \(\theta=\pi/2\) in the copolymer. For any two numbers, \(p^2+r^2\ge2pr\), with equality for \(p=r\). Take \(p=b\theta'/\sqrt6\) and \(r=\sqrt{\chi_e}\sin\theta\cos\theta\):

\[
\gamma\ge\frac{kT\,b}{v}\sqrt{\frac{\chi_e}{6}}\;2\int_0^{\pi/2}\sin\theta\cos\theta\,d\theta=\frac{kT\,b}{v}\sqrt{\frac{\chi_e}{6}} ,
\]

since the last integral is \(1/2\). Equality is reached when \(\theta'=K\sin\theta\cos\theta\) with \(K=\sqrt{6\chi_e}/b\). This equation has the solution \(\tan\theta=e^{Ky}\), so the lower limit is the tension itself. The profile is

\[
\phi=\frac{\tan^2\theta}{1+\tan^2\theta}=\frac12\left[1+\tanh(Ky)\right].
\]

Its steepest slope is \(K/2\), which defines a width \(2/K=2b/\sqrt{6\chi_e}\).

Let \(\gamma_{AB}=(kT\,b/v)\sqrt{\chi/6}\) be the tension between the two homopolymers. The square roots of \(\chi_A\) and \(\chi_B\) give

\[
\gamma_A=\gamma_{AB}(1-f),\qquad \gamma_B=\gamma_{AB}f,
\]

\[
\gamma_A-\gamma_B=\gamma_{AB}(1-2f).
\]

The squares in the interaction parameters have become linear laws for the tensions. Minimizing the free energy of a discretized profile for \(f=0.3\), 0.5 and 0.6, against both homopolymers, reproduced these tensions with a largest relative deviation of 0.03 %.

For long chains, the tensions of the random copolymer against A and B are \(\gamma_{AB}(1-f)\) and \(\gamma_{AB}f\), so they balance at \(f=1/2\). What remains is the contact angle of a domain wall, the effect of finite chains, a worked example, and what moves the neutral point in a real film.

All numerical values are calculated from the stated model.
